# Steady polarization of implanted lithium-8 under spin-lattice relaxation: test program

```python
"""
Steady polarization of continuously implanted, beta-detected lithium-8.

Result under test:  P_ss / P0 = T1 / (T1 + tau)
  P0   polarization <Iz>/I of each ion on arrival
  tau  mean nuclear lifetime (s);  T1  spin-lattice relaxation time (s)
Also tested: the approach to the steady state, the equality of the averages
over living and over decaying nuclei, and the size of neglected effects.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc

tau = 1.21                 # s
T1 = 2.0                   # s
P0 = 0.70                  # rough initial polarization
beta_asymmetry = -1 / 3    # rough decay asymmetry parameter
field = 6.55               # T
temperature = 300.0        # K
moment = 1.65              # rough magnetic moment, nuclear magnetons
depth = 100.0              # nm, rough implantation depth
diffusion = 1e-12          # cm2/s, rough

steady = T1 / (T1 + tau)
tau_eff = 1 / (1 / tau + 1 / T1)

# --- average over ages by quadrature, from the definition
living = quad(lambda t: np.exp(-t / tau), 0, np.inf)[0]
polarized = quad(lambda t: np.exp(-t / tau) * np.exp(-t / T1), 0, np.inf)[0]
steady_quad = polarized / living
assert abs(steady_quad - steady) < 1e-8
assert round(100 * steady_quad) == 62


# --- rate equations integrated from an empty sample
def integrate_beam(eq_ratio, times):
    """Polarization/P0 at given times; eq_ratio = P_eq/P0."""
    def rhs(t, y):
        number, magnet = y
        return [1 - number / tau,
                1 - magnet / tau - (magnet - eq_ratio * number) / T1]
    sol = solve_ivp(rhs, (0, max(times)), [0, 0], t_eval=times,
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[1] / sol.y[0]


def transient(t):
    return (tau_eff / tau) * np.expm1(-t / tau_eff) / np.expm1(-t / tau)


beam_times = np.array([0.01, 1.0, 4.0, 10.0, 40.0])
ode_ratio = integrate_beam(0.0, beam_times)
assert np.max(np.abs(ode_ratio - transient(beam_times))) < 1e-6
assert abs(ode_ratio[-1] - steady) < 1e-6
assert ode_ratio[0] > 0.99 and np.all(np.diff(ode_ratio) < 0)
trial_eq = 0.1
with_eq = integrate_beam(trial_eq, beam_times)[-1]
assert abs(with_eq - (T1 + trial_eq * tau) / (T1 + tau)) < 1e-6

# --- random simulation: arrivals, relaxation events, decays, beta counts
rng = np.random.default_rng(8)
n_ions = 4_000_000
window = 30.0
arrival = rng.uniform(0, window, n_ions)
life = rng.exponential(tau, n_ions)
relax = rng.exponential(T1, n_ions)
spin_start = np.where(rng.random(n_ions) < (1 + P0) / 2, 1, -1)
spin_random = np.where(rng.random(n_ions) < 0.5, 1, -1)

snapshot = 25.0
alive = (arrival < snapshot) & (arrival + life > snapshot)
spin_alive = np.where(relax[alive] > snapshot - arrival[alive],
                      spin_start[alive], spin_random[alive])
mc_live = spin_alive.mean() / P0
err_live = 1 / (P0 * np.sqrt(alive.sum()))

decay_time = arrival + life
counted = (decay_time > 20) & (decay_time < window)
spin_decay = np.where(relax[counted] > life[counted],
                      spin_start[counted], spin_random[counted])
mc_decay = spin_decay.mean() / P0
err_decay = 1 / (P0 * np.sqrt(counted.sum()))
forward = (rng.random(spin_decay.size)
           < (1 + beta_asymmetry * spin_decay) / 2)
count_asymmetry = 2 * forward.mean() - 1
mc_beta = count_asymmetry / (beta_asymmetry * P0)
err_beta = err_decay / abs(beta_asymmetry)
# tolerance: four standard errors of the random sample
assert abs(mc_live - steady) < 4 * err_live
assert abs(mc_decay - steady) < 4 * err_decay
assert abs(mc_beta - steady) < 4 * err_beta

# --- tempting errors
at_mean_age = np.exp(-tau / T1)
half_life = tau * np.log(2)
with_half_life = T1 / (T1 + half_life)
assert at_mean_age < steady_quad < with_half_life

# --- thermal polarization of spin 2 from Boltzmann populations
levels = np.array([2.0, 1.0, 0.0, -1.0, -2.0])
mu_n = const.physical_constants["nuclear magneton"][0]
level_gap = moment * mu_n * field / 2
larmor = level_gap / const.h
x = level_gap / (const.k * temperature)
weights = np.exp(x * levels)
P_eq = (levels @ weights) / weights.sum() / 2
assert abs(P_eq / x - 1) < 1e-6      # Curie law for spin 2: P_eq = x
shift_thermal = (P_eq / P0) * tau / (T1 + tau)

# --- quadrupolar relaxation of the five level populations
Iz = np.diag(levels)
Iplus = np.diag(np.sqrt(6 - levels[1:] * (levels[1:] + 1)), 1)
tensor1 = (Iz @ Iplus + Iplus @ Iz) / 2
tensor2 = Iplus @ Iplus / 2
log_ratio = brentq(
    lambda b: levels @ np.exp(b * levels) / np.exp(b * levels).sum() / 2 - P0,
    0, 10)
start = np.exp(log_ratio * levels)
start /= start.sum()                 # spin-temperature distribution


def quadrupolar_steady(omega_tauc):
    """Steady P/P0, mode times and weights, with 1/e time fixed at T1."""
    J1 = 1 / (1 + omega_tauc**2)
    J2 = 1 / (1 + 4 * omega_tauc**2)
    hop = J1 * tensor1**2 + J2 * tensor2**2
    hop = hop + hop.T
    loss = np.diag(hop.sum(axis=0)) - hop
    rate, mode = np.linalg.eigh(loss)
    amp = (levels @ mode) * (mode.T @ start) / (2 * P0)
    t_e = brentq(lambda t: amp @ np.exp(-rate * t) - np.exp(-1), 1e-6, 1e4)
    scale = t_e / T1
    # stationary populations of the implanted, decaying ensemble
    pops = np.linalg.solve(np.eye(5) + tau * scale * loss, start)
    value = levels @ pops / (2 * P0)
    by_curve = quad(lambda u: np.exp(-u)
                    * (amp @ np.exp(-rate * scale * tau * u)), 0, np.inf)[0]
    assert abs(value - by_curve) < 1e-7
    keep = np.abs(amp) > 1e-8
    return value, 1 / (rate[keep] * scale), amp[keep]


fast_motion = quadrupolar_steady(0.0)[0]
assert abs(fast_motion - steady) < 1e-9   # single exponential in fast motion
omega_tauc_slow = 10.0
slow_motion, mode_times, mode_weights = quadrupolar_steady(omega_tauc_slow)
assert len(mode_times) == 2
shift_quadrupolar = slow_motion - steady

# --- spread of relaxation times: stretched exponential, exponent 1/2
stretched = quad(lambda u: np.exp(-u - np.sqrt(u * tau / T1)), 0, np.inf)[0]
a = np.sqrt(tau / T1)
stretched_closed = 1 - a * np.sqrt(np.pi) / 2 * np.exp(a**2 / 4) * erfc(a / 2)
assert abs(stretched - stretched_closed) < 1e-7
shift_stretched = stretched - steady

# --- diffusion to the surface before decay
D_nm = diffusion * 1e14              # nm2/s
diff_length = np.sqrt(D_nm * tau)
reach = np.exp(-depth / diff_length)
reach_quad = quad(lambda u: np.exp(-u)
                  * erfc(depth / np.sqrt(4 * D_nm * tau * u)),
                  0, 60, epsabs=1e-13, limit=200)[0]
assert abs(reach_quad / reach - 1) < 1e-5

shift_beam = transient(10.0) - steady
shifts = {"thermal polarization": shift_thermal,
          "beam on for only 10 s": shift_beam,
          "slow quadrupolar relaxation": shift_quadrupolar,
          "stretched exponential": shift_stretched,
          "surface loss (upper bound)": -reach}
largest = max(shifts, key=lambda name: abs(shifts[name]))

print(f"mean lifetime tau                      {tau:.2f} s")
print(f"relaxation time T1                     {T1:.2f} s")
print(f"effective time tau'                    {tau_eff:.4f} s")
print(f"steady P/P0, formula                   {steady:.4f}")
print(f"steady P/P0, age quadrature            {steady_quad:.4f}")
print(f"steady P/P0, rate equations at 40 s    {ode_ratio[-1]:.4f}")
print(f"simulation, living nuclei   {mc_live:.4f} +- {err_live:.4f}")
print(f"simulation, decaying nuclei {mc_decay:.4f} +- {err_decay:.4f}")
print(f"simulation, beta counts     {mc_beta:.4f} +- {err_beta:.4f}")
print(f"initial polarization P0 (rough)        {P0:.2f}")
print(f"steady polarization P_ss               {P0 * steady:.3f}")
print(f"beta asymmetry parameter (rough)       {beta_asymmetry:.3f}")
print(f"steady count asymmetry, formula  "
      f"{beta_asymmetry * P0 * steady:.4f}")
for t_on, value in zip(beam_times[1:4], ode_ratio[1:4]):
    print(f"P/P0 after beam on for {t_on:4.0f} s          {value:.4f}")
print(f"wrong: decay at the mean age           {at_mean_age:.4f}")
print(f"half-life                              {half_life:.3f} s")
print(f"wrong: half-life used as lifetime      {with_half_life:.4f}")
print(f"field                                  {field:.2f} T")
print(f"temperature                            {temperature:.0f} K")
print(f"magnetic moment (rough)      {moment:.2f} nuclear magnetons")
print(f"Larmor frequency                       {larmor / 1e6:.1f} MHz")
print(f"thermal polarization P_eq              {P_eq:.2e}")
print(f"slow motion: omega*tau_c               {omega_tauc_slow:.0f}")
for t_mode, w_mode in zip(mode_times, mode_weights):
    print(f"  mode time {t_mode:.3f} s, weight {w_mode:.4f}")
print(f"steady P/P0, fast quadrupolar motion   {fast_motion:.4f}")
print(f"steady P/P0, slow quadrupolar motion   {slow_motion:.4f}")
print(f"steady P/P0, stretched exponential     {stretched:.4f}")
print(f"implantation depth (rough)             {depth:.0f} nm")
print(f"diffusion coefficient (rough)          {diffusion:.0e} cm2/s")
print(f"diffusion length sqrt(D tau)           {diff_length:.1f} nm")
print(f"probability to reach the surface       {reach:.2e}")
print("shifts of P/P0 from neglected effects:")
for name, value in shifts.items():
    print(f"  {name:30s} {value:+.2e}")
print(f"largest of these: {largest}")
print("finished without a failed check")
```

Running it gives:

```
mean lifetime tau                      1.21 s
relaxation time T1                     2.00 s
effective time tau'                    0.7539 s
steady P/P0, formula                   0.6231
steady P/P0, age quadrature            0.6231
steady P/P0, rate equations at 40 s    0.6231
simulation, living nuclei   0.6239 +- 0.0036
simulation, decaying nuclei 0.6209 +- 0.0012
simulation, beta counts     0.6175 +- 0.0037
initial polarization P0 (rough)        0.70
steady polarization P_ss               0.436
beta asymmetry parameter (rough)       -0.333
steady count asymmetry, formula  -0.1454
P/P0 after beam on for    1 s          0.8138
P/P0 after beam on for    4 s          0.6436
P/P0 after beam on for   10 s          0.6232
wrong: decay at the mean age           0.5461
half-life                              0.839 s
wrong: half-life used as lifetime      0.7045
field                                  6.55 T
temperature                            300 K
magnetic moment (rough)      1.65 nuclear magnetons
Larmor frequency                       41.2 MHz
thermal polarization P_eq              6.59e-06
slow motion: omega*tau_c               10
  mode time 2.144 s, weight 0.9347
  mode time 0.340 s, weight 0.0653
steady P/P0, fast quadrupolar motion   0.6231
steady P/P0, slow quadrupolar motion   0.6118
steady P/P0, stretched exponential     0.5330
implantation depth (rough)             100 nm
diffusion coefficient (rough)          1e-12 cm2/s
diffusion length sqrt(D tau)           11.0 nm
probability to reach the surface       1.13e-04
shifts of P/P0 from neglected effects:
  thermal polarization           +3.55e-06
  beam on for only 10 s          +1.59e-04
  slow quadrupolar relaxation    -1.13e-02
  stretched exponential          -9.00e-02
  surface loss (upper bound)     -1.13e-04
largest of these: stretched exponential
finished without a failed check
```
